# When (111) Facets Appear on a Cubic Crystal: The √3 Limit, part 2

When does a cubic crystal of lowest surface energy at fixed volume have (111) facets at its corners? The example is a model of a magnesium oxide nanocube of edge 400 Å in water vapour at 523 K, at 1 Torr or 0.001 Torr.

Algebra is in atomic units, so $\hbar=1$, and $T$ stands for $k_BT$. Numbers are in eV and Å. The surface free energies per area are $\gamma_{100}$, $\gamma_{111}$ and $\gamma_{110}$, with $r=\gamma_{111}/\gamma_{100}$. The theorem on the equilibrium shape requires all eight {111} facets to have the same energy. Edges have so far carried no energy.

The (100) planes lie at distance $a$ from the centre, so an uncut cube has edge $2a$. A (111) plane cuts a corner by meeting its three edges at distance $s$, the leg. The new facet is a triangle of side $\sqrt2\,s$, and the cut removes the volume $s^3/6$. If the body, of surface energy $E$ and volume $V$, is then enlarged to its old volume, its energy becomes $E'$, with

$$E'-E=-\beta s^2+\frac{E}{9V}s^3+O(s^5), \tag{3}$$

where $\beta=\frac{\sqrt3}{2}(\sqrt3\gamma_{100}-\gamma_{111})$.

With only {100} and {111} allowed, (111) facets appear at equilibrium if and only if $r<\sqrt3$. The equilibrium cut is

$$\frac sa=\kappa,\qquad \kappa=3-\sqrt3\,r, \tag{6}$$

for $0<\kappa<1$. Cutting all eight corners equally then meets no energy barrier, as long as the faces may move outward by any amount.

If {110} facets are allowed as well, the equilibrium shape has (111) facets if and only if

$$\gamma_{111}<\min\left(\sqrt3\,\gamma_{100},\ \sqrt{\tfrac32}\,\gamma_{110}\right). \tag{10}$$

For $r>2/\sqrt3$, (110) facets bevel the cube edges when $\gamma_{110}<\sqrt2\,\gamma_{100}$.

### How water vapour changes the (111) energy

In a rock-salt oxide, planes of metal and of oxygen ions alternate along [111]. A slab of $N$ planes of each kind ends with metal on one side and oxygen on the other. Cover the metal side with one OH group per surface cell, its oxygen placed where the next oxygen plane of the crystal would lie, and put a hydrogen on each surface oxygen of the other side. Both sides then end in the sequence metal, oxygen, hydrogen. The slab has taken up one water molecule per surface cell for its two surfaces, hence half a molecule per cell and surface. With formal charges, both end layers carry $-1$ per cell, the slab is neutral, and by symmetry it has no dipole moment across it. The two surfaces are alike, as the theorem requires.

Let $\mathcal A$ be the area of the (111) surface cell, $G_{\rm slab}$ the slab's free energy per cell, and $\mu_{\rm ox}$ that of one bulk oxide unit. Write the chemical potential of water as $\varepsilon_w+\Delta\mu$, where $\varepsilon_w$ is the energy of a molecule at rest without vibration. The excess over bulk and vapour is shared by two surfaces:

$$2\mathcal A\gamma_{111}=G_{\rm slab}-N\mu_{\rm ox}-\varepsilon_w-\Delta\mu .$$

Collecting the terms without $\Delta\mu$ in a constant $\gamma^*$ gives

$$\gamma_{111}=\gamma^*-\frac{\Delta\mu}{2\mathcal A}. \tag{11}$$

In the model $\gamma^*$ does not depend on temperature, and the hydroxyl layer stays complete.

For an ideal gas of $M$ molecules in volume $\Omega$, the partition function is $z^M/M!$. Stirling's formula gives $F=-MT[\ln(z/M)+1]$, and the derivative with respect to $M$ is $\Delta\mu=-T\ln(z/M)$. The translational part of $z$ is

$$\Omega\int\frac{d^3k}{(2\pi)^3}e^{-k^2/2mT}=\Omega\left(\frac{mT}{2\pi}\right)^{3/2}=\frac{\Omega}{\Lambda^3},\qquad \Lambda=\sqrt{\frac{2\pi}{mT}} .$$

For rotation, let $\theta_i=1/(2I_i)$ be the rotational constants, with moments of inertia $I_i$. The classical integral runs over three Euler angles and their momenta. Changing from these momenta to the angular momentum components along the body axes brings a factor $\sin\vartheta$, the triple product of the three rotation axes. The angles then contribute $8\pi^2$, and each component contributes $\sqrt{2\pi I_iT}=\sqrt{\pi T/\theta_i}$. A half-turn exchanges the two hydrogens, so each state has been counted twice:

$$q_{\rm rot}=\frac12\,\frac{8\pi^2}{(2\pi)^3}\,\frac{(\pi T)^{3/2}}{\sqrt{\theta_1\theta_2\theta_3}}=\frac12\sqrt{\frac{\pi T^3}{\theta_1\theta_2\theta_3}} .$$

With $M=p\,\Omega/T$ the chemical potential is

$$\Delta\mu=-T\ln\frac{T\,q_{\rm rot}}{p\,\Lambda^3}. \tag{12}$$

Raising the pressure raises $\Delta\mu$ and lowers $\gamma_{111}$. Setting $\gamma_{111}=\sqrt3\,\gamma_{100}$ in (11) gives the threshold

$$\Delta\mu_c=-2\mathcal A\left(\sqrt3\,\gamma_{100}-\gamma^*\right),\qquad \frac{p_c}{p}=e^{(\Delta\mu_c-\Delta\mu)/T}, \tag{13}$$

where $\Delta\mu$ belongs to the pressure $p$ at the same temperature.

### The nanocube

The crystal starts as a cube of edge 400 Å. The temperature is 523 K, so $T=0.04507$ eV. A rough lattice constant of 4.21 Å gives $\mathcal A=7.675$ Å$^2$. The chosen energies are $\gamma_{100}=0.070$ and $\gamma^*=0.030$ eV/Å$^2$. With rough rotational constants of 27.9, 14.5 and 9.3 cm$^{-1}$, the classical rotational factor is 100.1, and a sum over the quantum levels of the rotor gives 101.0. The difference is below one per cent.

The limit is $\sqrt3\times0.070=0.1212$ eV/Å$^2$, or 1.94 J/m$^2$. From (13),

$$\Delta\mu_c=-2\times7.675\times(0.1212-0.030)=-1.400\ \text{eV}.$$

At 1 Torr, (12) gives $\Delta\mu=-1.242$ eV, so

$$p_c=1\ \text{Torr}\times e^{(-1.4005+1.2421)/0.04507}=0.030\ \text{Torr}.$$

Let the vapour alternate between a pulse at 1 Torr and a purge at 0.001 Torr. In the pulse, $\gamma_{111}=0.030+1.242/15.35=0.1109$ eV/Å$^2$. The ratio is $r=1.585$ and $\kappa=3-1.732\times1.585=0.255$. At fixed crystal volume the half-edge becomes 200.2 Å, the cut leg is $0.2554\times200.2=51$ Å, and the triangle side is $\sqrt2$ times that, 72 Å or 7.2 nm. The triangles make up 1.9 % of the surface. In the purge, at 0.001 Torr, $\Delta\mu=-1.553$ eV and $r=1.87$, so the equilibrium shape is the cube.

The energy at stake is small. For a cube, $E/(9V)=24\gamma_{100}a^2/(72a^3)=\gamma_{100}/(3a)$. Also $\frac{\sqrt3}{2}(\gamma_{111}-\sqrt3\gamma_{100})=-\frac12\kappa\gamma_{100}$. Equation (3) then gives, per corner and to leading order in $\kappa$,

$$-\frac{\kappa\gamma_{100}}2s^2+\frac{\gamma_{100}}{3a}s^3\ \longrightarrow\ -\frac{\kappa^3}{6}\gamma_{100}a^2\quad\text{at } s=\kappa a .$$

Eight corners gain $\frac43\times0.2554^3\times0.070\times200^2\approx62$ eV, out of a total surface energy of 67 200 eV.

### Edge energy and a smallest size

Let every edge cost $\lambda$ per length, the same for both kinds of edge. A corner cut shortens three cube edges by $s$ and adds three edges of length $\sqrt2\,s$. The cost is $\ell s$ with $\ell=3(\sqrt2-1)\lambda$. Restoring the volume also lengthens all edges. This adds only a fraction $\lambda/(2\gamma_{100}a)$ of the cubic surface term, below one per cent for the sizes considered here, and is left out. For small cuts the change per corner at fixed volume is then

$$g(s)=\ell s-\frac{\kappa\gamma_{100}}2s^2+\frac{\gamma_{100}}{3a}s^3. \tag{14}$$

The cut pays if $g(s)/s$ is negative somewhere. This quotient is a parabola in $s$ with its minimum at $s=\frac34\kappa a$, where it equals

$$\ell-\frac38\kappa^2\gamma_{100}a+\frac3{16}\kappa^2\gamma_{100}a=\ell-\frac{3}{16}\kappa^2\gamma_{100}a .$$

Facets of lower total energy than the sharp corner therefore need

$$a>\frac{16\,\ell}{3\kappa^2\gamma_{100}}. \tag{15}$$

With a chosen $\lambda=0.05$ eV/Å, $\ell=0.062$ eV/Å and the smallest cube edge $2a$ is 145 Å, or 14.5 nm, to leading order in the cut; the full energy puts it at 146 Å. The full energy, with surfaces and edges at fixed volume, was tested for cubes 15 % smaller and 15 % larger than this: no cut among those tried paid in the first, and some did in the second. Since $\kappa^2$ stands in the denominator, the smallest size grows without limit as the threshold is approached. For corner cuts on a small cube, with the same $\lambda>0$ on all edges, the condition $r<\sqrt3$ is thus necessary but not sufficient.

In the 400 Å cube, setting $g'(s)=0$ gives $\gamma_{100}s^2/a-\kappa\gamma_{100}s+\ell=0$, with the roots

$$\frac sa=\frac12\left(\kappa\pm\sqrt{\kappa^2-\frac{4\ell}{\gamma_{100}a}}\right).$$

The larger root is the minimum, because $g''=\gamma_{100}(2s/a-\kappa)$ is positive there. It is 0.237, against 0.255 without edge energy, so the triangles are 7 % smaller in side. Direct minimisation of the full energy gives 0.236. The smaller root is a maximum at $s\approx4$ Å. Edge energy thus creates a barrier, but at the size of one lattice constant, where flat facets and straight edges are no longer a sound description.

A larger barrier can come from the atomic layers, which the model ignores. In the 400 Å cube the faces move outward by only 0.2 Å, a tenth of the (100) layer spacing $h=2.1$ Å, and the removed material fills only about half of one layer on one face. It must therefore form an island bounded by steps. A square island of height $h$ that holds the volume $\frac43s^3$ from eight cuts has risers of area $4\sqrt{4hs^3/3}$. If these cost $\gamma_{100}$ per area, the energy changes by $4\gamma_{100}\sqrt{4h/3}\,s^{3/2}-4\kappa\gamma_{100}s^2$, which has a maximum of about 14 eV at $s\approx24$ Å. This barrier scales with the fourth power of the step energy, so half that step energy gives about 0.9 eV. The estimate is crude, but it shows that a step-free cube may keep its corners even when ions are mobile. Steps already present on the faces can take up the material and lower the barrier.

### What else moves the threshold

*Vibrations.* An oscillator of quantum $\omega$ has the free energy $\omega/2+T\ln(1-e^{-\omega/T})$. Per surface cell, take one hydrogen with quanta 0.46, 0.08 and 0.08 eV and half an oxygen, which means 1.5 oscillators of 0.05 eV. Subtract half of a gas molecule with 0.45, 0.20 and 0.47 eV. These rough values raise $\gamma_{111}$ by 0.003 eV/Å$^2$. The margin below the limit in the pulse is $0.1212-0.1109=0.0103$ eV/Å$^2$, so vibrations use up about 30 % of it. The estimate is sensitive to the soft quanta. With 0.06 eV for the two soft hydrogen modes and 0.04 eV for oxygen the shift is $-0.003$ eV/Å$^2$; with 0.10 and 0.06 eV it is $+0.008$ eV/Å$^2$.

*Error in $\gamma_{100}$.* If $\gamma_{100}$ is 5 % lower, the threshold pressure rises by the factor

$$e^{2\mathcal A\sqrt3\times0.05\,\gamma_{100}/T}=7.9,$$

from 0.030 to about 0.23 Torr. With the vibrations included too, the pulse has $r=1.715$, just below 1.732. Without edge energy the predicted facets survive both corrections, but barely: $\kappa$ is then about 0.03 and the cut leg about 6 Å. With the stiffer quanta mentioned above, $r$ would be 1.79 and the facets would vanish. With the edge energy chosen above, (15) excludes them on a cube of 400 Å.

*Water on (100).* Suppose each (100) cell, of area $\mathcal A_0=8.86$ Å$^2$, binds at most one molecule, independently of its neighbours, with energy $\varepsilon_b=0.8$ eV. The coverage is $[1+e^{-(\varepsilon_b+\Delta\mu)/T}]^{-1}$. Adsorption lowers the surface energy by the integral of coverage over chemical potential, divided by $\mathcal A_0$:

$$\frac{T}{\mathcal A_0}\ln\left(1+e^{(\varepsilon_b+\Delta\mu)/T}\right)=3\times10^{-7}\ \text{eV/Å}^2$$

in the pulse. This is negligible in the model. Attraction between molecules, left out here, would increase it. The vibrations of the adsorbed molecules, also left out, increase it if they are soft and reduce it if they are stiff. With stronger binding the effect could matter.

*(110) facets.* In the pulse, (111) survives if $\gamma_{110}>0.1109/\sqrt{3/2}=0.091$ eV/Å$^2$. The cube edges stay sharp if $\gamma_{110}>\sqrt2\times0.070=0.099$ eV/Å$^2$. In the narrow range between these values both kinds of facet appear. Water that binds to (110) lowers $\gamma_{110}$ too, and the model does not determine on which side of these values it lies.

*Bulk hydroxide.* If turning the oxide into hydroxide releases roughly 0.8 eV per water molecule, and the entropy of the solids is neglected, it happens only for $\Delta\mu>-0.8$ eV. The pulse lies 0.44 eV below that, so the oxide is the stable solid in this model. The neglected entropy favours the hydroxide and would narrow the margin to roughly 0.3 eV, which leaves the conclusion unchanged.

### The model beside a real deposition cycle

Magnesium oxide has a (100) surface energy of roughly 1 J/m$^2$; the model uses 1.12 J/m$^2$. The temperature of 250 °C and the water pressure of 1 Torr were chosen to resemble a water pulse in atomic layer deposition, where a film is grown by alternating pulses of vapour. The value of $\gamma^*$ is a choice, not a measurement, and $p_c$ depends on it exponentially, so 0.03 Torr is an illustration and not a prediction for this oxide. Equilibrium is a poor assumption for such a cycle. With a chosen barrier of 2.0 eV and an attempt rate of $10^{13}$ s$^{-1}$, an ion waits $e^{2.0/0.04507}/10^{13}\ \text{s}^{-1}\approx1.9\times10^6$ s, about three weeks, for a single hop, whereas a pulse lasts about a second. On these numbers the corners would not change between pulse and purge, and the facet size at the end of a pulse would be practically zero instead of 7 nm. The result gives the direction in which the shape is driven. To describe the shape itself, it needs an anneal long and hot enough for surface ions to travel across the corners and for the removed material to find steps or to start a new layer on the (100) faces, with $\gamma_{100}$ and $\gamma_{111}$ taken at the temperature and vapour pressure of that anneal. Heating at fixed pressure lowers $\Delta\mu$ and so raises $\gamma_{111}$. At 600 K and 1 Torr the model already gives $r=1.78$, and the equilibrium shape is the cube. At 700 K a hop takes about 25 s, but (111) facets would then need roughly 250 Torr of water without the vibrational term, and between about 20 and 640 Torr with the three sets of quanta used above. The main parameters of the example are listed in the numerical output.

## Calculated quantities

```
Limits of r: 1.7321, 1.1547, 0.5774
Factor for (110) competition: 1.2247
r = 0.7: (111) share of area = 94.47 %
r = 1.0: (111) share of area = 60.00 %
r = 1.3: (111) share of area = 18.34 %
r = 1.6: (111) share of area = 1.53 %
r = 1.8: (111) share of area = 0.00 %
Lowest E/(g100 V^(2/3)), 200 random shapes, r=sqrt3: 6.035 (cube 6)
Temperature: 523 K; kT = 0.04507 eV
Lattice constant, rough: 4.21 A
Surface cell areas (111), (100): 7.675, 8.862 A^2
g100, chosen: 0.070 eV/A^2 = 1.122 J/m^2
g111 at zero delta mu, chosen: 0.030 eV/A^2
Limit sqrt3*g100: 0.12124 eV/A^2 = 1.943 J/m^2
Water rotational constants, rough: [27.9 14.5  9.3] 1/cm
Water thermal wavelength: 0.1799 A
Rotational factor: classical 100.13, level sum 100.99
Threshold delta mu: -1.4005 eV
Threshold water pressure: 0.0297 Torr
Pulse: 1 Torr, delta mu = -1.2421 eV, g111 = 0.11092 eV/A^2, r = 1.5846
Purge: 0.001 Torr, delta mu = -1.5534 eV, g111 = 0.13120 eV/A^2, r = 1.8744
Initial cube edge: 400 A
Pulse kappa = s/a: 0.2554
Half-edge a after cutting: 200.185 A
Corner cut leg s: 51.12 A
(111) triangle side: 72.30 A = 7.23 nm
(111) share of area in pulse: 1.909 %
Surface energy of cube: 67200.0 eV
Energy gain by cutting, no edge energy: 62.24 eV
Edge energy, chosen: 0.05 eV/A
Minimum cube edge for (111) facets: 145 A
s/a with edge energy: formula 0.2366, minimum 0.2362
g111 shift by vibrations, rough: 0.00312 eV/A^2
Water binding on (100), chosen: 0.80 eV
g100 lowering by water: 2.79e-07 eV/A^2
Threshold pressure factor, g100 lower by 5 %: 7.88
Pulse r with vibrations and g100 lower by 5 %: 1.7150
g110 above which cube edges stay sharp: 0.0990 eV/A^2
g110 above which pulse (111) survives: 0.0906 eV/A^2
Hydroxide formation energy, rough: 0.80 eV
Pulse delta mu below hydroxide limit by: 0.442 eV
Hop barrier, chosen: 2.0 eV; rate 1e+13 1/s
Waiting time for one hop: 1.87e+06 s
```
